# Critical temperature of fcc demixing: mean field, Bethe and Monte Carlo

**Question.** Equal numbers of A and B atoms occupy a rigid fcc lattice, on which each site has $z=12$ nearest neighbours. Only nearest neighbours interact, with pair energies $V_{AA}$, $V_{BB}$ and $V_{AB}$. Let $s_i=+1$ for an A atom and $s_i=-1$ for a B atom, and let $M=N^{-1}\sum_i s_i$ in a region of $N$ sites that can exchange atoms with its surroundings. At zero Ising field $\langle M\rangle=0$ by symmetry. The alloy is said to demix if $\langle M^2\rangle$ stays non-zero as $N\to\infty$.

## (a) Reduce the alloy to an Ising model and find the mixing energy.

**Answer.** Any symmetric function of two signs can be written as

$$V(s,s')=V_0+h(s+s')-Jss'.$$

The three kinds of pair give $V_{AA}=V_0+2h-J$, $V_{BB}=V_0-2h-J$ and $V_{AB}=V_0+J$. In the combination $2V_{AB}-V_{AA}-V_{BB}$ both $V_0$ and $h$ cancel and $4J$ is left, so

$$J=\tfrac14\,(2V_{AB}-V_{AA}-V_{BB}).$$

Summed over bonds, the $h$ term is $zh\sum_i s_i$, which depends on composition alone. At fixed composition, therefore,

$$E=\text{const}-J\sum_{\langle ij\rangle}s_is_j ,$$

with each bond counted once. For $J>0$ like neighbours are favoured. A different definition of $J$ would rescale every value of $kT_c/J$ below.

Let $x$ be the fraction of A and $m=2x-1$ the mean spin. In a random alloy neighbours are independent, so $\langle ss'\rangle=m^2$. In separated A and B crystals $\langle ss'\rangle=1$, apart from the interface. With $z/2$ bonds per atom, the mixing energy per atom is

$$\frac{zJ}{2}(1-m^2)=2zJ\,x(1-x),$$

because $1-m^2=4x(1-x)$. The regular-solution parameter is thus $\Omega=2zJ$, and the random equiatomic alloy costs $zJ/2=6J$ per atom.

## (b) Find $kT_c/J$ in mean field.

**Answer.** Mean field keeps the random-alloy energy and entropy at every temperature:

$$f(x)=\Omega x(1-x)+kT\,[x\ln x+(1-x)\ln(1-x)].$$

Differentiating twice,

$$f''(x)=-2\Omega+\frac{kT}{x(1-x)} .$$

The second term is smallest at $x=\tfrac12$, so on cooling the mixture first becomes unstable there, where

$$f''(\tfrac12)=4kT-4zJ=4(kT-zJ).$$

A negative curvature means that splitting into slightly A-rich and B-rich parts lowers $f$. Could $f$ favour a large splitting at some higher temperature? In terms of $m$, at $x$ near $\tfrac12$,

$$\frac{f(m)-f(0)}{kT}=\frac12\left(1-\frac{zJ}{kT}\right)m^2+\frac{m^4}{12}+\dots,$$

and all the higher coefficients, which come from the entropy, are positive. While the first bracket is positive, $m=0$ is the minimum, so the transition is continuous and

$$\frac{kT_c}{J}=z=12\qquad\text{(mean field)}.$$

## (c) Find $kT_c/J$ in the Bethe approximation, which treats the probabilities of neighbouring pairs as variables.

**Answer.** Let $c=\langle ss'\rangle$ for neighbours and $K=J/kT$. The pair and single-site probabilities are

$$p(s,s')=\tfrac14[1+m(s+s')+c\,ss'],\qquad p_1(s)=\tfrac12(1+ms).$$

There are $z/2$ pair entropies per site. Each site belongs to $z$ pairs, so its own entropy has been counted $z$ times, and $z-1$ copies must be removed. The free energy per site is

$$\frac{f}{kT}=-\frac{zK}{2}c+\frac z2\sum_{s,s'}p\ln p-(z-1)\sum_s p_1\ln p_1 .$$

If neighbours are independent, $\sum p\ln p=2\sum p_1\ln p_1$ and the mean-field entropy returns.

First minimise over $c$. Since $\partial p/\partial c=ss'/4$ sums to zero, only the logarithms contribute:

$$-\frac{zK}{2}+\frac z8\ln\frac{p_{++}\,p_{--}}{p_{+-}^2}=0 .$$

At $m=0$, $p_{++}=p_{--}=(1+c)/4$ and $p_{+-}=(1-c)/4$. The condition becomes $[(1+c)/(1-c)]^2=e^{4K}$, that is, $c=\tanh K$.

Next take the curvature in $m$. Exchange of A and B makes $f$ even in $m$, so $\partial^2f/\partial m\,\partial c=0$ at $m=0$, and the response of $c$ does not alter the curvature. Each $p$ is linear in $m$, so $\partial_m^2\sum p\ln p=\sum(\partial_mp)^2/p$. The derivatives are $\pm\tfrac12$ for the two like pairs and zero for the unlike pairs:

$$\sum_{s,s'}\frac{(\partial_mp)^2}{p}=2\,\frac{1/4}{(1+c)/4}=\frac{2}{1+c},\qquad
\sum_s\frac{(\partial_mp_1)^2}{p_1}=2\,\frac{1/4}{1/2}=1 .$$

Hence

$$\frac{1}{kT}\frac{\partial^2f}{\partial m^2}\bigg|_{m=0}=\frac{z}{1+c}-(z-1).$$

This vanishes at $c=1/(z-1)$. Using $K=\tfrac12\ln[(1+c)/(1-c)]$ with $1+c=z/(z-1)$ and $1-c=(z-2)/(z-1)$,

$$\tanh\frac{J}{kT_c}=\frac1{z-1},\qquad \frac{kT_c}{J}=\frac{2}{\ln[z/(z-2)]}=\frac{2}{\ln 1.2}=10.97 .$$

A vanishing curvature alone does not exclude an earlier jump. Numerical minimisation for $z=12$, over $m$ from 0 to 0.5 in steps of 0.01, gives $m=0$ at $1.01\,T_c$ and $m>0.05$ at $0.99\,T_c$, so no jump is seen.

Two limits help. As $z\to2$ the result tends to zero: a chain does not order at finite temperature. For large $z$, $\ln[z/(z-2)]=2/z+2/z^2+\dots$, so $kT_c/J\approx z-1$. The pair correlation lowers the mean-field value by about one unit of $J$.

## (d) Prove that the true $T_c$ cannot exceed the Bethe value, and that on the fcc lattice it lies strictly below it.

**Answer.** Write $v=\tanh K$. Because $ss'=\pm1$,

$$e^{Kss'}=\cosh K\,(1+v\,ss').$$

Multiply this out over all bonds of a finite box. Each term selects a set of bonds, a graph. After the sum over spins, the partition function keeps graphs with an even number of bonds at every site. The numerator of $\langle s_0s_r\rangle$ keeps graphs with an odd number at 0 and $r$ and an even number elsewhere.

A connected graph has an even number of odd sites, so in the numerator 0 and $r$ are connected by a self-avoiding walk. Choose one such walk by a fixed rule and remove it. An even graph remains, and the walk and the remainder together determine the original graph. All weights are positive, so allowing every even graph as remainder can only increase the sum:

$$\langle s_0s_r\rangle\le\sum_{\text{walks }0\to r}v^{\text{length}} .$$

Let $a_n$ be the number of $n$-step self-avoiding walks whose first step is fixed; by lattice symmetry it does not matter which step. Summing over $r$,

$$N\langle M^2\rangle=\sum_r\langle s_0s_r\rangle\le1+z\sum_{n\ge1}a_nv^n$$

in a periodic box. Now cut a walk of $n+m-1$ steps so that its $n$th step ends the first part and also starts the second. This gives $a_{n+m-1}\le a_na_m$, and by repetition $a_{1+k(n-1)}\le a_n^{\,k}$. The series therefore converges if, for any one $n\ge2$,

$$a_n^{1/(n-1)}\,v<1 .$$

Then $\langle M^2\rangle\to0$ as $1/N$, and the alloy does not demix.

For $n=2$ only immediate reversal is forbidden, so $a_2=z-1=11$. The condition $11v<1$ describes precisely the temperatures above the Bethe $T_c$, which proves the first claim. The Bethe value is also below mean field, since $\ln[(1+c)/(1-c)]>2c$ with $c=1/(z-1)$ gives $kT_c/J<z-1$.

On a tree, which has no closed loops, $a_n$ would be $11^{\,n-1}$. On the fcc lattice every bond belongs to 4 triangles, so $a_3=121-4=117$. Then $\sqrt{117}<11$, and the bound is already strictly lower. Direct counting gives $a_7=1\,347\,679$ instead of $11^6=1\,771\,561$. The sixth root is 10.510, hence

$$\frac{kT_c}{J}\le\frac{1}{\operatorname{artanh}(1/10.510)}=10.48 .$$

This is a bound, not an estimate of $T_c$. It shows that closed loops push the walk bound below the Bethe value, but it does not account for the whole remaining difference.

## (e) Monte Carlo gives $kT_c/J\approx9.79$. Compare the three values, and say what error each approximation makes when $J$ is inferred from a known $T_c$.

**Answer.** The simulated value can be checked with the Binder cumulant $U=1-\langle M^4\rangle/(3\langle M^2\rangle^2)$. In a large box $U$ tends to 0 in the mixed state, where $M$ is Gaussian, and to $2/3$ in the demixed state, where $M^2$ is sharp. Curves for different box sizes cross near $T_c$. Cluster sampling of periodic boxes with 256 and 2048 sites gives a crossing at $9.780\pm0.013$. The error is statistical; the shift due to finite box size has not been extrapolated away. The result agrees with 9.79.

Relative to 9.79, mean field is too high by $12/9.79-1=22.6\%$ and Bethe by $10.97/9.79-1\approx12\%$. Pair correlations remove

$$\frac{12-10.97}{12-9.79}\approx47\%$$

of the mean-field error.

The neighbour correlation shows what is missing. At their own critical temperatures, mean field has $c=0$ and Bethe has $c=1/11=0.091$. The simulation at $kT/J=9.79$ gives 0.30 to 0.31 in the smaller box and 0.27 in the larger, with a statistical uncertainty of a few thousandths. The value still falls with box size, towards about 0.25 in a large box, but it stays far above the 0.091 that Bethe gives at its own transition: the mixed state can hold much more local clustering before it demixes.

If $T_c$ is known and the model holds, then $J=kT_c/t$, where $t$ is the theory's value of $kT_c/J$. Mean field gives a $J$ that is 18.4% too small, and Bethe one that is 10.8% too small.

## (f) Take $J=5$ meV. Find $T_c$ in kelvin, and judge the result for a Cu–Ni film.

**Answer.** Here $J/k=58.02$ K, and the random alloy costs $6J=30$ meV per atom. Multiplication by 12, 10.97 and 9.79 gives

$$T_c=696\ \text{K (mean field)},\quad 636\ \text{K (Bethe)},\quad 568\ \text{K (Monte Carlo)}.$$

Cu–Ni is used in thin-film resistors, and its miscibility gap closes at very roughly 600 K, on the Ni-rich side rather than at $x=\tfrac12$. The round value of $J$ was chosen for that regime, so closeness to 600 K does not favour any of the theories. The following estimates, with rough inputs, show how far neglected effects move the number.

*Coherency strain.* Lattice constants of 0.361 and 0.352 nm give a misfit $\eta=2.52\%$. If layers normal to a cube axis stay coherent, the elastic energy per atom is $Y\eta^2v_a(x-\tfrac12)^2$, with atomic volume $v_a=0.01133$ nm³. Relaxing the stress normal to the layers gives $Y=(C_{11}+2C_{12})(C_{11}-C_{12})/C_{11}=153$ GPa for $C_{11}=200$ and $C_{12}=135$ GPa. The term adds $2Y\eta^2v_a$ to $f''$ in (b), so $kT_c=zJ-Y\eta^2v_a/2$. With $Y\eta^2v_a=6.88$ meV, the mean-field $T_c$ falls by 40 K. The cube axis is the soft direction: with $C_{44}\approx100$ GPa, layers normal to $\langle111\rangle$ would have $Y=324$ GPa and a drop of 85 K.

*Vibrations.* Suppose unlike neighbour pairs carry an extra vibrational entropy, which in the random alloy amounts to $4\sigma k\,x(1-x)$ per atom, with $\sigma=0.05$. This lowers $\Omega=24J$ by $4\sigma kT$, so $J$ is replaced by $J-\sigma kT/6$. Solving $kT_c=t(J-\sigma kT_c/6)$ divides $T_c$ by $1+t\sigma/6$. For $t=9.79$ it falls from 568 to 525 K. The sign of $\sigma$ is an assumption, not a property established here for Cu–Ni; $\sigma=-0.05$ would raise $T_c$ to 618 K.

*Second neighbours.* A coupling of $+0.1J$ to the 6 second neighbours raises the mean-field $T_c$ by $0.6/12=5\%$, or 35 K. A negative coupling would lower it.

Each shift is comparable with the 68 K between Bethe and Monte Carlo. A better statistical method therefore removes one error among several of similar size; the prediction for a real alloy then remains limited by how well the energies are known. Also left out are magnetism of the Ni-rich phase, many-body forces and the dependence of $J$ on composition; each of these can remove the symmetry about $x=\tfrac12$.

*Kinetics.* Equilibrium must also be reachable. With $D=D_0e^{-Q/kT}$, $D_0=1$ cm²/s and $Q=2.4$ eV, the time $L^2/D$ for $L=5$ nm is of order 10 years at 568 K and of order $10^{10}$ years at a use temperature of 400 K. These are times to diffuse that far; close to $T_c$ demixing is slower still, because its driving force vanishes there. The times depend exponentially on the rough $Q$ (2.2 to 2.7 eV spans 0.3 to 7000 years at 568 K) and assume diffusion through the crystal. Excess vacancies would shorten them, and along grain boundaries, with rough values $D_0=0.1$ cm²/s and $Q=1.1$ to 1.4 eV, the same distance takes minutes to weeks at 400 K. The interior of the grains of a film deposited as a mixture therefore stays mixed in use, although the model's equilibrium state at 400 K is demixed. The estimate says nothing of the kind about the boundary regions of a fine-grained film.

## Calculated quantities

```
nearest neighbours Z: 12; second neighbours: 6
random-alloy mixing energy / J per atom, sampled: 6.009
kTc/J mean field: 12.00
kTc/J Bethe formula: 10.9696
kTc/J Bethe, numerical pair free energy: 10.9695
kTc/J Monte Carlo quoted in exercise (input): 9.79
Monte Carlo box sizes: 256 and 2048 sites
Monte Carlo sweeps kept: 7000 and 4500
kTc/J Monte Carlo, this program: 9.780
  jackknife statistical error: 0.013
Binder cumulant at crossing: 0.480
triangles per bond: 4
2-step continuations after fixed first step: 117 (tree: 121)
6-step continuations after fixed first step: 1347679 (tree: 1771561)
walk growth factor per step (upper bound): 10.510
rigorous upper bound on kTc/J from walks: 10.478
neighbour correlation at Bethe Tc: 0.0909
neighbour correlation at kT/J=9.79, 256 sites: 0.302
neighbour correlation at kT/J=9.79, 2048 sites: 0.267
mean-field overestimate vs 9.79: 22.6 %
Bethe overestimate vs 9.79: 12.0 %
share of mean-field error removed by Bethe: 46.6 %
J fitted to true Tc, mean field: -18.4 % error
J fitted to true Tc, Bethe: -10.8 % error
example J: 5.0 meV; J/k: 58.02 K
example random mixing energy: 30.0 meV/atom
Tc mean field: 696.3 K
Tc Bethe: 636.5 K
Tc with quoted 9.79: 568.0 K
Tc with this program's Monte Carlo: 567.4 K
rough lattice constants Cu, Ni: 0.361, 0.352 nm
rough C11, C12: 200, 135 GPa; biaxial modulus Y: 152.8 GPa
misfit: 2.52 %; atomic volume: 0.01133 nm^3
strain energy coefficient Y*misfit^2*volume: 6.88 meV/atom
Tc lowering by coherency strain (mean field): 39.9 K
rough excess vibrational entropy at x=1/2: 0.05 k/atom
Tc (9.79) with that entropy: 525.2 K, lowering 42.8 K
second-neighbour coupling assumed: 0.10 J
  mean-field Tc rise: 5.0 % = 34.8 K
rough diffusion: D0 1.0 cm2/s, Q 2.4 eV, distance 5 nm
diffusion time at Tc (9.79): 1.6e+01 years
diffusion time at 400 K: 1.4e+10 years
```
